**Semi-implicit growth factors for a strained film surface**

The program examines the factor $G=(1+\Delta t\,ak^3)/(1+\Delta t\,bk^4)$ by which one time step $\Delta t$ multiplies a small surface mode of wavenumber $k$. Here $a$ measures elastic roughening, $b$ measures surface-energy smoothing, and $k_c=a/b$ separates growth from decay. The elastic energy is computed by collocation on the actual wavy surface and Hooke's law, without inserting the linear elastic formula. Assertions compare all fifteen resolved modes with the predicted rates and with the factors at steps of 5, 50, 500 and $10^6$ s. Further assertions cover repeated steps, rate bounds, first-order convergence, the explicit Euler limit, the selected wavenumber and the quadratic finite-amplitude correction. The output shows eight growing and seven decaying modes, with the change of sense at the predicted cutoff. It also shows that stability does not ensure accuracy: at 500 s the selected wavelength is 94.1 nm, compared with 62.8 nm for the differential equation.

## Numerical verification

```python
"""
Semi-implicit Fourier scheme for the surface of a strained film.

Result under test: a small surface mode of wavenumber k is multiplied per step by
    G = (1 + dt*a*k^3) / (1 + dt*b*k^4),
so it grows exactly when k < kc = a/b, for every time step dt > 0.

Symbols: E Young modulus, nu Poisson ratio, misfit = in-plane elastic strain,
sigma0 biaxial film stress, gamma surface energy, M surface mobility,
w = 2(1-nu^2)sigma0^2/E, a = M*w (elastic roughening), b = M*gamma (smoothing).
Units: nm, s, GPa; 1 GPa nm = 1 J/m^2.
The simulation never uses the formula for w: it solves the elastic problem
below the actual wavy surface and evaluates the energy density by Hooke's law.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

E, nu, misfit, gamma, M = 100.0, 0.25, 0.02, 1.0, 100.0
period, npts = 400.0, 31
sigma0 = E * misfit / (1 - nu)

x = np.arange(npts) * period / npts
k_signed = 2 * np.pi * np.fft.fftfreq(npts, d=period / npts)
k_abs = np.abs(k_signed)
modes = np.arange(1, (npts - 1) // 2 + 1)
k = 2 * np.pi * modes / period

# Derived quantities of the linear theory
w = 2 * (1 - nu**2) * sigma0**2 / E
a, b = M * w, M * gamma
kc = a / b
time_unit = b**3 / a**4
s_max = 27 / (256 * time_unit)
s = a * k**3 - b * k**4


def gain(kk, dt):
    return (1 + dt * a * kk**3) / (1 + dt * b * kk**4)


def ddx(f):
    return np.fft.ifft(1j * k_signed * np.fft.fft(f)).real


def surface_energy_density(h):
    """Elastic energy density on the traction-free surface y = h(x).

    Airy function: sum of (A + B*k*y) exp(k*y)/k^2 times cos(kx) or sin(kx).
    """
    slope = ddx(h)[:, None]
    ky = h[:, None] * k[None, :]
    decay = np.exp(ky)
    cos, sin = np.cos(np.outer(x, k)), np.sin(np.outer(x, k))
    sxx, syy, sxy = [], [], []
    for c, dc in ((cos, -sin), (sin, cos)):
        sxx += [decay * c, (2 + ky) * decay * c]
        syy += [-decay * c, -ky * decay * c]
        sxy += [-decay * dc, -(1 + ky) * decay * dc]
    sxx, syy, sxy = np.hstack(sxx), np.hstack(syy), np.hstack(sxy)
    matrix = np.vstack([sxy - slope * sxx, syy - slope * sxy])
    load = np.concatenate([slope[:, 0] * sigma0, np.zeros(npts)])
    coef = np.linalg.lstsq(matrix, load, rcond=None)[0]
    txx, tyy, txy = sigma0 + sxx @ coef, syy @ coef, sxy @ coef
    tzz = E * misfit + nu * (txx + tyy)      # out-of-plane strain stays fixed
    normal = txx**2 + tyy**2 + tzz**2
    cross = txx * tyy + tyy * tzz + tzz * txx
    return (normal - 2 * nu * cross) / (2 * E) + (1 + nu) * txy**2 / E


def velocity(h):
    """Full nonlinear surface diffusion, dh/dt."""
    slope = ddx(h)
    metric = np.sqrt(1 + slope**2)
    curvature = -ddx(slope) / metric**3
    potential = gamma * curvature + surface_energy_density(h)
    return M * ddx(ddx(potential) / metric)


def semi_implicit_step(h, dt):
    hh = np.fft.fft(h)
    smoothing = b * k_abs**4
    remainder = np.fft.fft(velocity(h)) + smoothing * hh
    return np.fft.ifft((hh + dt * remainder) / (1 + dt * smoothing)).real


def run(h, dt, steps):
    for _ in range(steps):
        h = semi_implicit_step(h, dt)
    return h


def mode_ratio(new, old):
    return np.fft.fft(new)[modes] / np.fft.fft(old)[modes]


# All resolved modes start together with equal amplitude and random phases
amplitude = 1e-7
phases = np.random.default_rng(7).uniform(0, 2 * np.pi, len(modes))
h0 = amplitude * np.cos(np.outer(x, k) + phases).sum(axis=1)

# Continuous-time growth rate of every mode from the full elastic solution
rate = mode_ratio(velocity(h0), h0)
rate_error = np.max(np.abs(rate - s) / (a * k**3 + b * k**4))
assert rate_error < 1e-4

# Amplification of every mode at very different time steps
measured = {}
for dt in (5.0, 50.0, 500.0, 1e6):
    ratio = mode_ratio(semi_implicit_step(h0, dt), h0)
    assert np.max(np.abs(ratio / gain(k, dt) - 1)) < 1e-3
    g = ratio.real
    measured[dt] = g
    assert np.all(g > 0)
    assert np.array_equal(g > 1, k < kc)
    assert np.all(g - 1 <= dt * s_max)
    assert np.all(g[k < kc] < (kc / k[k < kc]) * (1 + 1e-4))
    if dt < 1e6:
        fraction = np.log(g) / (dt * s)
        lower = 1 / (1 + dt * np.maximum(a * k**3, b * k**4))
        # slack covers weak mode coupling at the finite starting amplitude
        assert np.all(fraction < 1 + 2e-5)
        assert np.all(fraction > lower - 2e-5)

# Repeated steps
ten = mode_ratio(run(h0, 50.0, 10), h0)
ten_error = np.max(np.abs(ten / gain(k, 50.0)**10 - 1))
assert ten_error < 5e-3

# First-order convergence of the growth rate of mode 6
i6 = 5
total = 200.0
deficit = {}
for dt in (4.0, 2.0):
    final = mode_ratio(run(h0, dt, int(round(total / dt))), h0)[i6]
    deficit[dt] = 1 - np.log(abs(final)) / (total * s[i6])
order_ratio = deficit[4.0] / deficit[2.0]
leading = 2.0 * (a * k[i6]**3 + b * k[i6]**4) / 2
assert abs(order_ratio - 2) < 0.1
assert abs(deficit[2.0] / leading - 1) < 0.05

# Explicit Euler just below and just above its stability limit
dt_limit = 2 / (b * k[-1]**3 * (k[-1] - kc))
explicit = {}
for factor in (0.9, 1.1):
    h = h0.copy()
    for _ in range(10):
        h = h + factor * dt_limit * velocity(h)
    explicit[factor] = abs(mode_ratio(h, h0)[-1])
    expected = abs(1 + factor * dt_limit * s[-1])**10
    assert abs(explicit[factor] / expected - 1) < 1e-2
assert explicit[0.9] < 1 < explicit[1.1]

# Wavenumber selected by the scheme: root condition against direct maximization
selected = {}
for dt in (5.0, 50.0, 500.0):
    tau = dt / time_unit
    q = brentq(lambda z: 3 - 4 * z - tau * z**4, 0, 1)
    best = minimize_scalar(lambda z: -gain(z * kc, dt), bounds=(0.01, 1),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x - q) < 1e-5 and q < 0.75
    fastest = int(modes[np.argmax(measured[dt])])
    assert fastest == int(modes[np.argmax(gain(k, dt))])
    selected[dt] = (tau, q, 2 * np.pi / (q * kc), fastest)
assert selected[500.0][3] < selected[5.0][3]

# Finite amplitude: relative change of the rate is quadratic in amplitude
change = {}
for amp in (0.5, 0.25):
    h = amp * np.cos(k[i6] * x)
    finite_rate = (np.fft.fft(velocity(h))[6] / np.fft.fft(h)[6]).real
    change[amp] = finite_rate / s[i6] - 1
amp_ratio = change[0.5] / change[0.25]
assert abs(amp_ratio - 4) < 0.2

print(f"E = {E:.0f} GPa, nu = {nu}, misfit = {misfit}, gamma = {gamma} J/m^2")
print(f"M = {M:.0f} nm^3/(GPa s), period = {period:.0f} nm, points = {npts}")
print(f"film stress sigma0 = {sigma0:.4f} GPa")
print(f"elastic coefficient w = {w:.5f} GPa")
print(f"a = {a:.4f} nm^3/s, b = {b:.1f} nm^4/s")
print(f"cutoff kc = {kc:.5f} 1/nm, wavelength = {2*np.pi/kc:.2f} nm")
print(f"fastest exact wavelength = {2*np.pi/(0.75*kc):.2f} nm")
print(f"time unit T = {time_unit:.3f} s, s_max = {s_max:.4e} 1/s")
print(f"starting amplitude per mode = {amplitude:.0e} nm")
print("n, wavelength nm, s formula 1/s, s measured 1/s,")
print("   G formula (50 s), G measured (50 s), G measured (500 s)")
for i, n in enumerate(modes):
    print(f"{n:2d} {period/n:7.2f} {s[i]: .4e} {rate[i].real: .4e} "
          f"{gain(k[i], 50.0):.5f} {measured[50.0][i]:.5f} "
          f"{measured[500.0][i]:.5f}")
print(f"growing modes: {np.sum(measured[50.0] > 1)} of {len(modes)}")
print(f"largest scaled rate error = {rate_error:.1e}")
print(f"largest relative error after 10 steps of 50 s = {ten_error:.1e}")
g_big = measured[1e6]
print(f"dt = 1e6 s: G of modes 1, 8, 9, 15 = {g_big[0]:.4f}, "
      f"{g_big[7]:.4f}, {g_big[8]:.4f}, {g_big[14]:.4f}")
X6, Y6 = 50 * a * k[i6]**3, 50 * b * k[i6]**4
print(f"mode 6: k = {k[i6]:.5f} 1/nm; at 50 s X = {X6:.4f}, Y = {Y6:.4f}")
print(f"mode 6 at 50 s: ln G/(dt s) = "
      f"{np.log(measured[50.0][i6])/(50*s[i6]):.4f}, "
      f"lower bound = {1/(1+max(X6, Y6)):.4f}")
print(f"mode 6 rate deficit: dt 4 s {deficit[4.0]:.5f}, "
      f"dt 2 s {deficit[2.0]:.5f}, ratio {order_ratio:.3f}")
print(f"leading-order deficit at 2 s = {leading:.5f}")
print(f"explicit Euler limit = {dt_limit:.3f} s")
print(f"explicit mode 15 after 10 steps: 0.9 limit {explicit[0.9]:.4f}, "
      f"1.1 limit {explicit[1.1]:.4f} (times start)")
for dt, (tau, q, lam, fastest) in selected.items():
    print(f"dt = {dt:.0f} s: tau = {tau:.3f}, q = {q:.4f}, "
          f"wavelength = {lam:.2f} nm, fastest grid mode = {fastest}")
print(f"mode 6 relative rate change: 0.5 nm {change[0.5]:.5f}, "
      f"0.25 nm {change[0.25]:.5f}, ratio {amp_ratio:.3f}")
print("all good")
```

Running it gives:

```
E = 100 GPa, nu = 0.25, misfit = 0.02, gamma = 1.0 J/m^2
M = 100 nm^3/(GPa s), period = 400 nm, points = 31
film stress sigma0 = 2.6667 GPa
elastic coefficient w = 0.13333 GPa
a = 13.3333 nm^3/s, b = 100.0 nm^4/s
cutoff kc = 0.13333 1/nm, wavelength = 47.12 nm
fastest exact wavelength = 62.83 nm
time unit T = 31.641 s, s_max = 3.3333e-03 1/s
starting amplitude per mode = 1e-07 nm
n, wavelength nm, s formula 1/s, s measured 1/s,
   G formula (50 s), G measured (50 s), G measured (500 s)
 1  400.00  4.5589e-05  4.5589e-05 1.00228 1.00228 1.02273
 2  200.00  3.1601e-04  3.1601e-04 1.01572 1.01572 1.15067
 3  133.33  9.0215e-04  9.0215e-04 1.04402 1.04402 1.36185
 4  100.00  1.7488e-03  1.7488e-03 1.08112 1.08112 1.49143
 5   80.00  2.6546e-03  2.6546e-03 1.11151 1.11151 1.45729
 6   66.67  3.2721e-03  3.2721e-03 1.11732 1.11732 1.33085
 7   57.14  3.1078e-03  3.1078e-03 1.08978 1.08978 1.18702
 8   50.00  1.5220e-03  1.5220e-03 1.03387 1.03387 1.05650
 9   44.44 -2.2712e-03 -2.2712e-03 0.96211 0.96211 0.94585
10   40.00 -9.2036e-03 -9.2036e-03 0.88621 0.88621 0.85363
11   36.36 -2.0353e-02 -2.0353e-02 0.81351 0.81351 0.77667
12   33.33 -3.6944e-02 -3.6944e-02 0.74738 0.74738 0.71192
13   30.77 -6.0347e-02 -6.0347e-02 0.68874 0.68874 0.65689
14   28.57 -9.2077e-02 -9.2077e-02 0.63732 0.63732 0.60964
15   26.67 -1.3380e-01 -1.3380e-01 0.59234 0.59234 0.56868
growing modes: 8 of 15
largest scaled rate error = 8.0e-07
largest relative error after 10 steps of 50 s = 2.9e-05
dt = 1e6 s: G of modes 1, 8, 9, 15 = 7.4318, 1.0610, 0.9431, 0.5659
mode 6: k = 0.09425 1/nm; at 50 s X = 0.5581, Y = 0.3945
mode 6 at 50 s: ln G/(dt s) = 0.6781, lower bound = 0.6418
mode 6 rate deficit: dt 4 s 0.03669, dt 2 s 0.01869, ratio 1.963
leading-order deficit at 2 s = 0.01905
explicit Euler limit = 14.948 s
explicit mode 15 after 10 steps: 0.9 limit 0.1074, 1.1 limit 6.1917 (times start)
dt = 5 s: tau = 0.158, q = 0.7383, wavelength = 63.83 nm, fastest grid mode = 6
dt = 50 s: tau = 1.580, q = 0.6703, wavelength = 70.31 nm, fastest grid mode = 6
dt = 500 s: tau = 15.802, q = 0.5010, wavelength = 94.05 nm, fastest grid mode = 4
mode 6 relative rate change: 0.5 nm -0.01041, 0.25 nm -0.00256, ratio 4.067
all good
```
